# Stable Tunnelling Through Thick Barriers: From Transfer Matrices to Scattering Matrices

An electron meets the first 10 nm of a charge-trap gate stack: a tunnel layer and a trap layer. A transfer matrix in double precision gives, for unit incoming flux from the left in the first channel, reflected plus transmitted flux $R+T=5.1\times10^{30}$ instead of 1. Yet the same stored matrix, read for incidence from the right, gives a total transmission of $1.30796\times10^{-36}$, against the correct $1.30787\times10^{-36}$. When the 8 nm blocking layer is added, the matrix gives no usable answer; in this evaluation the block that must be inverted is even singular in the stored digits. The equations are the same in all three cases, so the fault lies in what is stored and subtracted.

## The model and its conserved flux

Several model channels, here two, are coupled in layers of constant real symmetric potential matrix $V$ and mass $\mu m_e$. With the channel amplitudes in a vector $u$, define

$$w=\frac{u'}{\mu},\qquad Q=\frac{2m_e}{\hbar^2}(V-E).$$

The effective-mass equation $-\frac{\hbar^2}{2m_e}(u'/\mu)'+Vu=Eu$ becomes

$$u'=\mu w,\qquad w'=Qu,$$

with $u$ and $w$ continuous at interfaces. Therefore

$$(u^\dagger w)'=\mu\,w^\dagger w+u^\dagger Qu. \tag{1}$$

The right side is real, so $\mathrm{Im}\,u^\dagger w$, which is proportional to the flux, is constant.

In the leads all channels are open and uncoupled, with wave numbers $k$. A wave $e^{ikz}$ has $w=igu$, where $g=k/\mu$ is a diagonal matrix. Let $a$ belong to right-moving and $b$ to left-moving waves:

$$u=g^{-1/2}(a+b),\qquad w=ig^{1/2}(a-b). \tag{2}$$

Then $u^\dagger w=i(|a|^2-|b|^2)+i(b^\dagger a-a^\dagger b)$. The last term is real, since the bracket is a number minus its conjugate, and the flux is $|a|^2-|b|^2$.

## What the transfer matrix stores

Inside a layer $u''=\mu Qu$. Let $K=(\mu Q)^{1/2}$, with eigenvalues $\kappa$. Across thickness $d$,

$$\begin{pmatrix}u\\w\end{pmatrix}_{d}=
\begin{pmatrix}\cosh Kd&\mu K^{-1}\sinh Kd\\ \mu^{-1}K\sinh Kd&\cosh Kd\end{pmatrix}
\begin{pmatrix}u\\w\end{pmatrix}_{0}.$$

Multiplying the layers and converting with (2) at both ends gives $(a_R,b_R)^T=M(a_L,b_L)^T$. For incidence from the left $b_R=0$, so $b_L=-M_{22}^{-1}M_{21}a_L$ and

$$t=M_{11}-M_{12}M_{22}^{-1}M_{21}. \tag{3}$$

For incidence from the right $a_L=0$, so

$$t'=M_{22}^{-1}. \tag{4}$$

These contain the same information. For two solutions at one energy, $u_1^Tw_2-w_1^Tu_2$ has derivative $\mu w_1^Tw_2+u_1^TQu_2-u_1^TQu_2-\mu w_1^Tw_2=0$, because $Q$ is symmetric. By (2) it equals $2i(b_1^Ta_2-a_1^Tb_2)$. Let solution 1 arrive from the left with amplitude $\alpha$ and solution 2 from the right with $\beta$. The bracket is $-\alpha^Tt'\beta$ on the left and $-(t\alpha)^T\beta$ on the right, hence $t'=t^T$. In exact arithmetic (3) and (4) agree; in rounded arithmetic they do not.

**One channel.** Both terms of (3) are of order $e^{\kappa D}$ for total thickness $D$, while their difference is of order $e^{-\kappa D}$. With rounding unit $\varepsilon=2.2\times10^{-16}$, the difference carries an absolute error of order $\varepsilon e^{\kappa D}$, so

$$\frac{|\delta t|}{|t|}\sim\varepsilon e^{2\kappa D}.$$

For a 3 eV barrier, mass $0.5\,m_e$ and $E=0.5$ eV, $2\kappa=11.46$ nm$^{-1}$; the measured errors grow at 11.40 nm$^{-1}$. Formula (4) has no such subtraction. To see this, start with $b_L=1$, $a_L=0$, that is $u=g^{-1/2}$, $w=-ig^{1/2}$, propagate, and form $b_R=\frac12(g^{1/2}u+ig^{-1/2}w)$. With equal leads and $\eta=\kappa/(\mu g)$,

$$M_{22}=\cosh\kappa D+\tfrac i2\left(\eta-\eta^{-1}\right)\sinh\kappa D .$$

The two terms are real and imaginary and cannot cancel. At 40 nm the relative error of $1/M_{22}$ is $1.3\times10^{-14}$. A growing exponential is thus harmless by itself, short of overflow; the damage comes from seeking a small quantity beneath it.

**Several channels.** Now (4) has the same trouble. In a uniform barrier that mixes the channels, the largest singular value of $M_{22}$ is of order $e^{\kappa_>D}$ and the smallest of order $e^{\kappa_<D}$. The inverse is dominated by the smallest one, which is the physically easiest path. To first order $\delta(M_{22}^{-1})=-M_{22}^{-1}\,\delta M_{22}\,M_{22}^{-1}$, so

$$\frac{\|\delta t'\|}{\|t'\|}\le\|M_{22}^{-1}\|\,\|\delta M_{22}\|\sim\varepsilon e^{(\kappa_>-\kappa_<)D}. \tag{5}$$

Mixing is essential: for uncoupled channels each exponential sits in its own entry, with its own relative accuracy. For diagonal barriers of 3 and 6 eV coupled by 0.5 eV, $\kappa_>-\kappa_<=8.558-5.634=2.924$ nm$^{-1}$, and the fitted error growth is 2.981 nm$^{-1}$. Relative errors of the transmission amplitude matrix are:

| $D$ (nm) | $M_{22}^{-1}$ | scattering recursion |
|---:|---:|---:|
| 4 | $1.2\times10^{-12}$ | $1.7\times10^{-15}$ |
| 12 | $5.0\times10^{-3}$ | $3.4\times10^{-15}$ |
| 24 | $1.0$ | $7.1\times10^{-15}$ |

## A slab without growing numbers

The remedy is to store outgoing waves as functions of incoming waves. Flux conservation bounds such quantities, and barriers enter them through decaying exponentials. Between neighbouring layers insert a gap of zero width with the emitter's admittance $g$. Since $u$ and $w$ are continuous, it changes nothing physically, but every layer then has a flux-normalised scattering matrix.

A uniform slab is mirror symmetric. Put its centre at $z=0$. The even solution $\cosh(Kz)c$ and the odd solution $\sinh(Kz)c$ satisfy $w=Yu$ at the right face, with

$$Y_e=\mu^{-1}K\tanh\frac{Kd}{2},\qquad Y_o=\mu^{-1}K\coth\frac{Kd}{2}.$$

Write $\hat Y=g^{-1/2}Yg^{-1/2}$. At this face $b$ comes in and $a$ goes out. Equation (2) gives $i(a-b)=\hat Y(a+b)$, so $(i-\hat Y)a=(i+\hat Y)b$. Since $i+\hat Y=2i-(i-\hat Y)$,

$$a=(-1+2iA)\,b,\qquad A=(i-\hat Y)^{-1}.$$

Equal waves arriving from both sides leave with $r+t$; opposite waves leave with $r-t$. Half the sum gives

$$r=-1+i(A_e+A_o).$$

Half the difference gives $t=i(A_e-A_o)$, which would bring the cancellation back, because $\tanh$ and $\coth$ both tend to 1 in a thick slab. The subtraction must be done on paper:

$$A_e-A_o=A_e\left[(i-\hat Y_o)-(i-\hat Y_e)\right]A_o=A_e(\hat Y_e-\hat Y_o)A_o .$$

With $\tanh x-\coth x=-1/(\sinh x\cosh x)=-2/\sinh2x$,

$$t=-2iA_e\hat CA_o,\qquad C=\mu^{-1}K(\sinh Kd)^{-1}. \tag{6}$$

Each mode uses $1/\sinh\kappa d=2e^{-\kappa d}/(1-e^{-2\kappa d})$, and $\tanh(\kappa d/2)=(1-e^{-\kappa d})/(1+e^{-\kappa d})$. By symmetry $r'=r$ and $t'=t$. In a well $\kappa=ik$ and the formulas continue to hold; where $kd$ is a positive multiple of $\pi$, $C$ diverges together with $\tan(kd/2)$ or $\cot(kd/2)$, and the finite limits of $r$ and $t$ must be taken. A limit is also needed at $\kappa=0$, where $Y_o$ and $C$ take the form $0/0$ but tend to finite values.

For one channel and a thick slab, $A_e\approx A_o\approx(i-\eta)^{-1}$, and (6) reduces to

$$T\approx\frac{16\eta^2}{(1+\eta^2)^2}e^{-2\kappa d}. \tag{7}$$

## Joining two parts

Let part $A$ lie to the left of a gap and part $B$ to its right. With $a$ incident from the left and nothing from the right, the gap amplitudes obey

$$a_m=t_Aa+r'_Ab_m,\qquad b_m=r_Ba_m .$$

Elimination gives $a_m=Xt_Aa$ with $X=(1-r'_Ar_B)^{-1}$, and so

$$t=t_BXt_A,\qquad r=r_A+t'_Ar_BXt_A. \tag{8}$$

For $b$ incident from the right, $b_m=t'_Bb+r_Ba_m$ and $a_m=r'_Ab_m$. With $Z=(1-r_Br'_A)^{-1}$,

$$t'=t'_AZt'_B,\qquad r'=r'_B+t_Br'_AZt'_B .$$

The inverse sums the repeated reflections in the gap. Flux balance of the parts reads

$$|a|^2+|b_m|^2=|b_{\rm out}|^2+|a_m|^2,\qquad |a_m|^2+|b|^2=|b_m|^2+|a_{\rm out}|^2 .$$

Adding them removes the gap fluxes. The composed matrix conserves flux for every input and is therefore unitary.

The collector has another admittance, $g_2$. At a step from $g_1$ to $g_2$, continuity channel by channel requires $g_1^{-1/2}(1+r)=g_2^{-1/2}t$ and $g_1^{1/2}(1-r)=g_2^{1/2}t$. Dividing the second by the first gives $(1-r)/(1+r)=g_2/g_1$, hence

$$r=\frac{g_1-g_2}{g_1+g_2},\qquad t=\frac{2\sqrt{g_1g_2}}{g_1+g_2},\qquad r'=-r,\quad t'=t .$$

The algorithm is then: build each slab from (6), absorb it with (8), and finish with this step.

## Why thickness does not spoil the inverse

Bounded entries are not enough; $X$ must also stay moderate. Describe each part by its admittance seen from the gap, $w=Y_Au$ on the left and $-w=Y_Bu$ on the right. As for the slab, $r'_A=(i-\hat Y_A)^{-1}(i+\hat Y_A)$ and $r_B=(i+\hat Y_B)(i-\hat Y_B)^{-1}$. Multiplying out,

$$(i-\hat Y_A)(1-r'_Ar_B)(i-\hat Y_B)=(i-\hat Y_A)(i-\hat Y_B)-(i+\hat Y_A)(i+\hat Y_B)=-2i(\hat Y_A+\hat Y_B),$$

and therefore

$$X=\tfrac i2(i-\hat Y_B)(\hat Y_A+\hat Y_B)^{-1}(i-\hat Y_A). \tag{9}$$

Integrate (1) over part $A$. At its outer end there is only an outgoing wave, for which $u^\dagger w=-i|b|^2$ is imaginary. The real part is

$$\mathrm{Re}\,u^\dagger Y_Au=\int_A\left(\mu|w|^2+u^\dagger Qu\right)dz,$$

and likewise for $B$. If every layer is a barrier, $Q$ is positive and so is this integral. Keeping just the layer next to the gap lowers it. Minimising that layer's integral with $u$ fixed at the gap gives $u''=\mu Qu$ with $w=0$ at the far face, a hyperbolic cosine, and the minimum $u^\dagger\mu^{-1}K\tanh(Kd)u$. Let $F$ be the sum of these matrices for the two adjacent layers and $\lambda$ the smallest eigenvalue of $\hat F$. Then $\|(\hat Y_A+\hat Y_B)x\|\ge\lambda\|x\|$, and

$$\|X\|\le\frac{\|i-\hat Y_A\|\,\|i-\hat Y_B\|}{2\lambda}. \tag{10}$$

The numerator is also controlled by the adjacent layers. Let $Y_L$ be the admittance behind such a layer and $G=\mu^{-1}K\coth Kd$. The solution with given end values has $w=Gu-Cu_{\rm far}$ at the gap and $Y_Lu_{\rm far}=Cu-Gu_{\rm far}$ at the far face, so

$$Y=G-C(G+Y_L)^{-1}C .$$

Since $Y_L$ has a non-negative Hermitian part, $G^{1/2}(G+Y_L)^{-1}G^{1/2}$ has norm at most 1. Hence $\|Y\|\le\|G\|+\|CG^{-1}C\|$, which contains no other layer. For fixed leads, energy and slice thickness, let the masses and potential matrices stay in a given range, with the eigenvalues of $V-E$ above a positive limit. The conditioning then has a bound that does not depend on the number of barrier layers. In the stack below the largest $\|X\|$ is 1.56 and the largest right side of (10) is 4.45; the admittance inequality was tested at every gap between layers.

One condition remains. In $t=t_BXt_A$ the relative rounding error is of order $\varepsilon\|t_B\|\|X\|\|t_A\|/\|t\|$. It stays small if the channel combination that $A$ transmits best, after the gap reflections contained in $X$ have acted on it, is also transmitted appreciably by $B$. If $\|t\|$ is instead far below the product $\|t_B\|\|X\|\|t_A\|$, digits can be lost. The condition must hold for every split of the stack into a left and a right part, not just slice by slice, because an error stored in $t_A$ is carried through everything to its right. Take two barriers of thickness $D$ each, mass $0.5\,m_e$, diagonal 4.5 eV, with coupling $-1.5$ eV in the first and $+1.5$ eV in the second, between two emitter leads at $E=0.5$ eV. The combination that the first passes best is the one the second blocks most. In 0.5 nm slices $\|X\|$ stays below 1.5 and the ratio above stays below 7 at each step, yet the relative error of $t$ is $6\times10^{-14}$, $5\times10^{-9}$, $3\times10^{-4}$ and more than 1 for $D=2$, 6, 10 and 14 nm, following $\varepsilon e^{(\kappa_>-\kappa_<)D}$.

## The gate stack, number by number

The round model parameters are: tunnel layer 4 nm, $0.5\,m_e$, barriers 3 and 6 eV; trap layer 6 nm, $0.4\,m_e$, 2 and 5 eV; blocking layer 8 nm, with the tunnel layer's mass and barriers. The coupling is 0.5 eV. A drop of 1 V is spread uniformly over the 18 nm in steps of 0.5 nm, and $E=0.5$ eV. The steps are part of the model, and all digits quoted for $T$ refer to this stepped potential. Refining them to 0.05 nm shifts $T$ by less than 0.05 %, for example from $1.30787\times10^{-36}$ to $1.30820\times10^{-36}$ for tunnel plus trap. The emitter channels start at 0 and 0.2 eV, the collector's 1 eV lower, with mass $m_e$ in both. Shorter stages end directly in the same collector. Trapped charge, phonons and permittivity contrast are left out, so these are coherent elastic transmissions of the model and not device currents.

| stage | $\sum\kappa_<d$ | $\sum\kappa_>d$ | total $T$ |
|---|---:|---:|---:|
| tunnel | 22.01 | 33.89 | $1.54\times10^{-19}$ |
| tunnel + trap | 41.72 | 73.69 | $1.31\times10^{-36}$ |
| whole | 78.82 | 137.20 | $7.44\times10^{-69}$ |

Here $T$ is summed over incoming and outgoing channels. The smaller exponent sets its size: $e^{-2\times22.01}=7.6\times10^{-20}$, and the ratio of $T$ to this factor is 2.0, then 2.3 and 2.1 for the longer stages.

The opening figures can now be read. After the trap layer, (3) should have an absolute error near $\varepsilon e^{73.69}\approx2\times10^{16}$. The observed flux corresponds to an amplitude of $\sqrt{5.1\times10^{30}}\approx2\times10^{15}$, ten times less but of the expected kind. These figures depend on how the arithmetic is arranged: here $M_{22}^{-1}M_{21}$ comes from solving the linear system. With the layers built as matrix exponentials and $M_{22}^{-1}$ formed explicitly first, $R+T$ reaches about $10^{55}$ and the error of (4) is several times $10^{-4}$. For (4), the estimate (5) gives $\varepsilon e^{31.97}\approx0.02$; the actual relative amplitude error is $6\times10^{-5}$. Relation (5) starts from an upper bound and its estimate omits prefactors, so it predicts the growth with thickness and not the size of the error. For the whole stack the true singular values of $M_{22}$ differ by a factor $1/(2.76\times10^{-26})$, far beyond $1/\varepsilon$, so the stored digits retain nothing of the smaller one. That the stored block is then exactly singular is an accident of rounding: for the uniform barrier at 24 nm an inverse can still be computed, but its relative error is 1.0.

The scattering recursion agrees with a high-precision integration of the first-order equations to a relative amplitude error below $2\times10^{-15}$ at all three stages. Its unitarity defect is below $10^{-15}$. That defect is absolute, however: with $T\sim10^{-69}$, $R$ rounds to 1 and $R+T=1$ says nothing about $T$. Even the transfer matrix, evaluated by the linear solve, shows $R+T=1.000$ in the first channel for the tunnel layer alone. These digits bound the error of (3) only by about 0.02, far above the true amplitude of about $4\times10^{-10}$; the rough estimate for that error is $\varepsilon e^{33.89}\approx0.1$. Reciprocity, measured relative to $t$, holds to $6\times10^{-16}$ for the whole stack, but it cannot vouch for $T$ either. If both parts have symmetric reflection matrices and $t'=t^T$, then $Z=X^T$, and (8) gives $t'=t^T$ whatever the size of $t$. The evidence for $T$ is the agreement with the separate integration.

## What the recursion cannot restore

The weaker transmission eigenchannel of the whole stack has $2.76\times10^{-26}$ of the stronger one's amplitude. This ratio lies far below $\varepsilon$, so the value the recursion returns for it, here zero, is only rounding noise. The accuracy of the stored matrix $t$ is relative to the dominant transmission, so the weak eigenchannel cannot be read from it. Its amplitude can still be had in double precision by another route: by (8), $\det t=\det t_B\,\det X\,\det t_A$, and accumulating these factors over thin slices and dividing $|\det t|$ by the square of the larger singular value reproduces the ratio $2.76\times10^{-26}$.

A well removes the positivity behind (10). Take one channel and two equal barriers, each of transmission $T_b$, around a well. At resonance the round-trip product $r'_Ar_B$ is real and equal to $1-T_b$, so $|t|=T_b/[1-(1-T_b)]=1$. A rounding error $\varepsilon$ in the product changes $t$ by a relative amount $\varepsilon/T_b$.

For barriers of 3 eV, 2 nm and $0.5\,m_e$ around a 1 nm well of mass $m_e$, the resonance lies at 0.27728 eV. Scaling the values above with the square root of energy gives $g=3.6226\sqrt{0.27728/0.5}=2.698$ nm$^{-1}$ and $\kappa=5.7279\sqrt{2.72272/2.5}=5.978$ nm$^{-1}$, so $\eta=4.43$. Equation (7) then gives $T_b=0.738\,e^{-23.91}=3.05\times10^{-11}$, as computed directly. The expected error is $\varepsilon/T_b\approx7\times10^{-6}$. The largest relative errors found at five energies across the peak are $2.6\times10^{-5}$ for the recursion and $1.6\times10^{-5}$ for $M_{22}^{-1}$. At 1.5 times the resonance energy both fall to about $4\times10^{-16}$.

This loss belongs to the problem as posed in rounded numbers: the peak is so narrow that a phase error of $\varepsilon$ shifts the electron by $\varepsilon/(2T_b)\approx4\times10^{-6}$ of the peak's full width. Composition removes the errors made by growing exponentials as long as the dominant transmission path is not blocked further along the stack, while such crossed barriers and a sharp resonance call for higher precision whenever the lost digits matter.

## Numbers as computed

```
one channel: barrier 3.0 eV, mass 0.5 m_e, E = 0.5 eV
one channel: kappa = 5.7279 1/nm
left-incidence t: fitted error growth = 11.40 1/nm
left-incidence t: predicted 2 kappa = 11.46 1/nm
1/M22 at 40 nm, one channel: relative error = 1.3e-14
two channels: V11, V12, V22 = 3.0, 0.5, 6.0 eV
two channels: kappa = 5.6342 and 8.5582 1/nm
inverse of M22: fitted error growth = 2.981 1/nm
inverse of M22: predicted kappa difference = 2.924 1/nm
D =  4.0 nm: relative error M22 inverse 1.2e-12, S 1.7e-15
D =  8.0 nm: relative error M22 inverse 3.6e-08, S 2.6e-15
D = 12.0 nm: relative error M22 inverse 5.0e-03, S 3.4e-15
D = 16.0 nm: relative error M22 inverse 1.0e+00, S 4.4e-15
D = 24.0 nm: relative error M22 inverse 1.0e+00, S 7.1e-15
tunnel: 4.0 nm, mass 0.5 m_e, barriers 3.0 and 6.0 eV
trap: 6.0 nm, mass 0.4 m_e, barriers 2.0 and 5.0 eV
blocking: 8.0 nm, mass 0.5 m_e, barriers 3.0 and 6.0 eV
coupling 0.5 eV, bias 1.0 V, slices 0.5 nm, number of slices 36
lead bottoms, emitter: 0.0 and 0.2 eV
lead admittances, emitter: 3.6226 and 2.8061 1/nm
lead admittances, collector: 6.2746 and 5.8413 1/nm
tunnel only: summed kappa d 22.011 and 33.890
tunnel only: total T reference 1.53839781e-19, S 1.53839781e-19
tunnel only: S error 8.0e-16, unitarity defect 4.4e-16, reciprocity 3.0e-16, R+T-1 0.0e+00
tunnel only: transfer M22 inverse T 1.53839781e-19, error 1.3e-12; left-incidence R+T 1.000e+00
tunnel+trap: summed kappa d 41.720 and 73.693
tunnel+trap: total T reference 1.30786893e-36, S 1.30786893e-36
tunnel+trap: S error 1.7e-15, unitarity defect 8.9e-16, reciprocity 2.1e-16, R+T-1 0.0e+00
tunnel+trap: transfer M22 inverse T 1.30796211e-36, error 6.2e-05; left-incidence R+T 5.071e+30
whole stack: summed kappa d 78.817 and 137.204
whole stack: total T reference 7.44407468e-69, S 7.44407468e-69
whole stack: S error 8.1e-16, unitarity defect 7.1e-16, reciprocity 6.1e-16, R+T-1 0.0e+00
whole stack: transfer matrix gives no result, M22 is singular
weak/strong singular value, whole stack: true 2.76e-26, S recursion 0.00e+00
largest norm of gap inverse: 1.556
largest value of its bound: 4.449
smallest margin of admittance inequality: 2.52e-04
double barrier: 3 eV, 0.5 m_e, 2 nm each; well 0 eV, 1 m_e, 1 nm
resonance energy = 0.277279 eV, peak T = 1.000000
one barrier of the pair: T = 3.046e-11
at resonance: largest error S 2.6e-05, M22 inverse 1.6e-05
at 1.5 times that energy: T = 4.139e-21, error S 4.3e-16, M22 inverse 3.6e-16
```
